# Estimating the velocity-saturation field of a silicon channel

## Problem

Electrons in the channel of a silicon transistor have a low-field mobility $\mu=400\ \mathrm{cm^2/Vs}$ and a saturation velocity $v_s=1\times10^7\ \mathrm{cm/s}$. The lattice is at $T_0=300$ K.

(a) Estimate the field $E_c$ at which velocity saturation becomes important.

(b) Use a simple power balance for hot electrons to find how fast they move at $E_c$. Has the velocity saturated there?

(c) What field is needed for 90 % of $v_s$?

(d) A channel has length $L=100$ nm, a 3 nm oxide and a gate overdrive (gate voltage above threshold) $V_o=1$ V. Which drain bias makes the mean field equal to $E_c$, and how uniform is the field then?

(e) How far do the inputs and the neglected effects move the estimate?

Throughout, $E$ and $v$ are the magnitudes of the field along the channel and of the drift velocity, and $e$ is the positive elementary charge.

## Solution

### (a) The field scale

At low field the velocity follows the line $v=\mu E$. At high field it approaches the plateau $v=v_s$. The field scale that separates the two regimes is the one where the line meets the plateau:

$$
\mu E_c=v_s\quad\Longrightarrow\quad E_c=\frac{v_s}{\mu}.
$$

With the given numbers,

$$
E_c=\frac{1\times10^7\ \mathrm{cm/s}}{400\ \mathrm{cm^2/Vs}}
=2.5\times10^4\ \mathrm{V/cm}=25\ \mathrm{kV/cm},
$$

or 2.5 MV/m. The units agree, because $(\mathrm{cm/s})/(\mathrm{cm^2/Vs})=\mathrm{V/cm}$.

This construction uses only the two ends of the velocity curve. It says nothing yet about the velocity at $E_c$ itself, which depends on how the curve bends between them.

### (b) The velocity at $E_c$

The field does work on each electron at the rate $eEv$. In a steady state and a uniform field, the electron must pass this power on to the lattice. Describe the electrons by a temperature $T_e$ above $T_0$, take their thermal energy as $\tfrac32kT_e$, and let the excess energy decay in a time $\tau_e$. With $v=\mu(T_e)E$ the balance reads

$$
e\,\mu(T_e)E^2=\frac{3k(T_e-T_0)}{2\tau_e}.
$$

Two assumptions close the model: $\tau_e$ is constant, and hotter electrons scatter more often, so that

$$
\mu(T_e)=\mu\,\frac{T_0}{T_e}.
$$

To obtain the velocity, write $v^2=\mu(T_e)\,[\mu(T_e)E^2]$ and take the bracket from the power balance:

$$
v^2=\mu\frac{T_0}{T_e}\,\frac{3k(T_e-T_0)}{2e\tau_e}
=\frac{3kT_0\mu}{2e\tau_e}\left(1-\frac{T_0}{T_e}\right).
$$

As $T_e$ grows, the last factor tends to 1 and the velocity tends to a constant. That constant is the saturation velocity of the model:

$$
v_s^2=\frac{3kT_0\mu}{2e\tau_e},\qquad
v^2=v_s^2\left(1-\frac{T_0}{T_e}\right).
$$

Now eliminate $T_e$. Define $u=v/v_s$ and $x=E/E_c=\mu E/v_s$. The mobility law gives

$$
\frac{T_0}{T_e}=\frac{\mu(T_e)}{\mu}=\frac{v}{\mu E}=\frac ux .
$$

Hence $u^2=1-u/x$. Multiplication by $x$ gives the quadratic $xu^2+u-x=0$. Its positive root is

$$
u=\frac{-1+\sqrt{1+4x^2}}{2x}
=\frac{2x}{1+\sqrt{1+4x^2}},
$$

where the second form follows on multiplying numerator and denominator by $1+\sqrt{1+4x^2}$.

Both limits are as required. For small $x$, the relation $u=x(1-u^2)$ gives $u\simeq x-x^3$, so $v\simeq\mu E$. For large $x$, $u^2=1-u/x$ gives $u\simeq1-1/(2x)$, so $v\to v_s$. The two asymptotes therefore cross at $x=1$, in agreement with part (a). At the crossing,

$$
u=\frac{2}{1+\sqrt5}=0.618,\qquad v=6.18\times10^6\ \mathrm{cm/s}.
$$

The velocity has not saturated at $E_c$. The field lies within the bend, and the straight line $v=\mu E$ overestimates the velocity there by a factor $1/0.618=1.62$.

The electron temperature follows from $T_e=T_0/(1-u^2)$. At $x=1$ the quadratic gives $1-u^2=u$, so $T_e=300\ \mathrm K/0.618=485$ K. The lattice stays at 300 K in this model.

The velocities at four fields are:

| $E$ (kV/cm) | $E/E_c$ | $\mu E$ (cm/s) | $v$ in this model (cm/s) |
|---:|---:|---:|---:|
| 5 | 0.2 | $0.2\times10^7$ | $1.93\times10^6$ |
| 25 | 1 | $1\times10^7$ | $6.18\times10^6$ |
| 50 | 2 | $2\times10^7$ | $7.81\times10^6$ |
| 100 | 4 | $4\times10^7$ | $8.83\times10^6$ |

At 5 kV/cm the straight line is still good to about 4 %. From 50 to 100 kV/cm the field doubles, but the velocity rises by only 13 %.

The given $\mu$ and $v_s$ also fix the relaxation time:

$$
\tau_e=\frac{3kT_0\mu}{2e v_s^2}
=\frac{1.5\,(8.617\times10^{-5}\times300\ \mathrm V)(400\ \mathrm{cm^2/Vs})}{(1\times10^7\ \mathrm{cm/s})^2},
$$

which is 0.155 ps. This is a value inferred through the model, not an independent prediction of $v_s$.

**What produces the plateau.** Heating alone is not enough. Suppose that $\mu(T_e)=\mu(T_0/T_e)^p$, with $\tau_e$ still constant. When $T_e\gg T_0$, the power balance gives

$$
T_e^{-p}E^2\propto T_e
\quad\Longrightarrow\quad T_e\propto E^{2/(1+p)},
$$

and therefore

$$
v\propto E\,T_e^{-p}\propto E^{\,1-2p/(1+p)}=E^{(1-p)/(1+p)}.
$$

Within this family, a constant velocity requires $p=1$. For $p=\tfrac12$ the velocity keeps growing as $E^{1/3}$; a numerical solution of the full balance between $10^4E_c$ and $10^5E_c$ gives the exponent 0.333. Those fields serve to isolate the mathematical limit and have no physical meaning in silicon. The choice $p=1$ is thus an assumption that represents the observed saturation; it does not replace a calculation of phonon scattering.

### (c) The field for 90 % of the saturation velocity

For a chosen fraction $u=f$, the relation $f^2=1-f/x$ gives $x=f/(1-f^2)$. With $f=0.9$,

$$
E_{90}=E_c\,\frac{0.9}{1-0.81}=4.74\,E_c=118\ \mathrm{kV/cm}.
$$

This answer depends strongly on the shape of the bend. Another curve with the same two asymptotes is the Caughey–Thomas form, $u=x/(1+x^b)^{1/b}$. Raising it to the power $b$ at $u=f$ gives $f^b(1+x^b)=x^b$, so

$$
x=\frac{f}{(1-f^b)^{1/b}}.
$$

For $b=1$ the 90 % field is 225 kV/cm, and for $b=2$ it is 51.6 kV/cm. All three curves share $E_c=25$ kV/cm. The crossing field is fixed by $\mu$ and $v_s$, whereas the field of "nearly complete" saturation needs further information about the curve.

A different convention gives another number under the same name. Consider the two-piece law

$$
v=\frac{\mu E}{1+E/E_s}\quad(E<E_s),\qquad v=v_s\quad(E\ge E_s).
$$

At $E=E_s$ the first piece equals $\mu E_s/2$. Continuity requires this to be $v_s$, so $E_s=2v_s/\mu=50$ kV/cm. A quoted saturation field should therefore come with its velocity law.

### (d) A 100 nm channel

The mean field is the drain bias divided by the channel length. It equals $E_c$ when

$$
V_d=E_cL=(2.5\times10^4\ \mathrm{V/cm})(1\times10^{-5}\ \mathrm{cm})=0.25\ \mathrm V.
$$

The field is not uniform, because the channel charge decreases towards the drain. In the gradual-channel picture the charge per area at local potential $V$ is proportional to $V_o-V$. With diffusion neglected, the current is charge times drift velocity. It is the same everywhere, so

$$
u(V)=\frac{i}{w},\qquad w=1-\frac{V}{V_o},
$$

where the constant $i$ is the value of $u$ at the source. The local velocity law gives $E=E_c\,u/(1-u^2)$. Since $dy=dV/E$ along the channel, the length condition is

$$
E_cL=\int_0^{V_d}\frac{1-u^2}{u}\,dV
=V_o\int_{0.75}^{1}\left(\frac wi-\frac iw\right)dw .
$$

Here $dV=-V_o\,dw$, and the minus sign has been used to exchange the limits. The lower limit is $1-0.25/1=0.75$. Integrating, and dividing by $V_o=1$ V,

$$
0.25=\frac{1-0.75^2}{2i}+i\ln0.75 .
$$

Multiplication by $i$ gives $0.2877\,i^2+0.25\,i-0.2188=0$, whose positive root is $i=0.540$.

At the source $u=0.540$, and the field is $25\times0.540/(1-0.540^2)=19$ kV/cm. At the drain end $u=0.540/0.75=0.720$, and the field is 37.3 kV/cm. Within the local law the field thus varies by about a factor of two along the channel although its mean is $E_c$. The source value is the least secure: electrons that enter at 300 K still have the full mobility $\mu$ and need only $iE_c\approx14$ kV/cm, so the variation would be larger. The value $E_cL$ is a useful voltage scale, but it does not mark a sudden change in the transistor current.

### (e) How firm is the estimate?

**Inputs.** Since $E_c=v_s/\mu$, a higher saturation velocity raises the estimate and a higher mobility lowers it. The table uses rough values for silicon electrons.

| Case | $\mu$ (cm²/Vs) | $v_s$ (cm/s) | $E_c$ (kV/cm) |
|---|---:|---:|---:|
| Given channel | 400 | $1.0\times10^7$ | 25 |
| Low estimate | 500 | $0.8\times10^7$ | 16 |
| High estimate | 300 | $1.1\times10^7$ | 36.7 |
| Lightly doped bulk | 1400 | $1.0\times10^7$ | 7.1 |
| Channel at 398 K | 262 | $0.89\times10^7$ | 34.1 |

Relative to 25 kV/cm, the low and high estimates differ by $-36$ % and $+47$ %. The bulk case shows why 25 kV/cm should not be used for all silicon: at the same $v_s$, a larger mobility brings the line to the plateau at a lower field.

The hot case assumes the rough laws $\mu\propto T_0^{-1.5}$ and $v_s\propto T_0^{-0.4}$, with $T_0$ now the variable lattice temperature. Then $E_c\propto T_0^{1.1}$. Both the mobility and the saturation velocity fall on heating, but the mobility falls faster, so $E_c$ rises.

**Mass anisotropy.** Silicon has six conduction valleys with longitudinal mass $0.92\,m_e$ and transverse mass $0.19\,m_e$. If the valleys are equally filled, the mass that governs conduction is

$$
m_c=\frac{3}{1/0.92+2/0.19}\,m_e=0.258\,m_e .
$$

In a channel on a (100) surface, confinement favours the two valleys whose in-plane mass is $0.19\,m_e$. Suppose that 400 cm²/Vs belonged to equal filling. Moving all electrons to those two valleys, at fixed scattering time and fixed $v_s$, would multiply the mobility by $0.258/0.19$ and lower $E_c$ to 18.4 kV/cm. If the mobility is measured in the channel itself, the actual filling is already contained in it and this correction must not be added.

**Entry of cold electrons.** The local law assumes that velocity and temperature have settled. To size the error, let an electron population enter a uniform field $E_c$ at rest and at 300 K, and use

$$
m_c\frac{dv}{dt}=eE-\frac{ev}{\mu(T_e)},\qquad
\frac32k\frac{dT_e}{dt}=\frac{ev^2}{\mu(T_e)}-\frac{3k(T_e-T_0)}{2\tau_e}.
$$

The first equation balances the field force against friction, and the second turns the friction power into heat. In a steady state they reduce to the balance of part (b). Their numerical solution has a peak velocity 1.28 times the steady value, because the electrons gain speed before they have fully heated and lost mobility. The time to cross 100 nm is 1.60 ps, against 1.62 ps at the steady velocity. The start from rest costs time, and the overshoot gains more than was lost. The net change is small here because the two effects oppose each other and each is small compared with the whole transit. The relaxation length $v\tau_e$ is 9.6 nm, about a tenth of the channel. In a channel of length comparable with $v\tau_e$, the local velocity law loses its basis.

The power balance also omitted the energy of the drift motion. Using the steady balance $ev^2/\mu(T_e)=3k(T_e-T_0)/(2\tau_e)$, its ratio to the excess thermal energy is

$$
\frac{m_cv^2/2}{3k(T_e-T_0)/2}
=\frac{m_c\mu(T_e)}{2e\tau_e}
=\frac{\tau_m}{2\tau_e}\frac{T_0}{T_e},
$$

where $\tau_m=m_c\mu/e=0.0587$ ps. At $E_c$ this is $0.0587\times0.618/(2\times0.155)=0.12$, so the drift energy left out is about 12 % of the excess thermal energy. If it is kept and relaxes with the same $\tau_e$, the law becomes $u^2=1-u/x+a\,u^3/x$ with $a=\tau_m/(2\tau_e)=0.19$, and $u$ at $E_c$ rises from 0.618 to 0.640.

**Confinement and degeneracy.** The oxide capacitance and the overdrive give $7.2\times10^{12}$ electrons per cm² at the source. This is an upper estimate, because the electrons lie at a finite depth below the oxide, which lowers the gate capacitance. If all of them occupied one subband of the two favoured valleys, the Fermi level would lie $1.56\,kT_0$ above the subband edge. Their mean energy would be $1.52\,kT_0$, against $kT_0$ for a dilute two-dimensional gas. Spreading over more subbands weakens this effect. A dilute two-dimensional gas would also replace $\tfrac32kT_e$ by $kT_e$ and reduce the inferred $\tau_e$ to 0.103 ps. These points limit the trust in $\tau_e$. The change from $\tfrac32kT_e$ to $kT_e$ does not alter the factor 0.618, because at given $\mu$ and $v_s$ it only rescales $\tau_e$. None of these points changes $v_s/\mu$ when both inputs are given.

**Breakdown.** The drain-end field of 37.3 kV/cm is 12 % of a rough breakdown field of 300 kV/cm. The energy available from the bias, 0.25 eV, is 22 % of the 1.12 eV gap. Avalanche multiplication is therefore not a concern at this bias; the comparison does not extend to a much larger one.

**Comparison with a real transistor.** A mobility of a few hundred cm²/Vs is typical of electrons in a silicon inversion layer under a strong gate field. Here the inversion charge alone gives a mean normal field of 0.56 MV/cm. A saturation velocity of $1\times10^7$ cm/s is close to the room-temperature bulk value. The drain bias of 0.25 V, however, is well below the supply voltage: with a positive threshold, a gate overdrive of 1 V needs a supply above 1 V, and the drain can be biased up to that supply. The model of part (d) does not reach that far. It ends when $u=1$ at the drain, where $w=i$; the length condition $0.25=(1-i^2)/(2i)+i\ln i$ then gives $i=0.584$ and $V_d=V_o(1-i)=0.416$ V, with a source field of 22 kV/cm and a source velocity of $5.8\times10^6$ cm/s. At a drain bias of 1 V the mean field would be 100 kV/cm, but the extra voltage drops in a short region near the drain, where the assumption of a slowly varying field fails, and the mean field no longer describes the channel. For the field scale itself, the low and high cases of the table support a statement such as "about 25 kV/cm, within a factor of about 1.6". That factor is only as good as the ranges assumed: lower saturation velocities have been reported for inversion layers, and $0.65\times10^7$ cm/s with 500 cm²/Vs gives 13 kV/cm, a factor of 1.9.

The main inputs and results are collected in the numerical output below.

## Computed results

```
mobility: 400 cm2/Vs
saturation velocity: 1e+07 cm/s
lattice temperature: 300 K
Ec = vsat/mu: 25 kV/cm
Ec in MV/m: 2.5 MV/m
crossing from numerical balance: 24.99 kV/cm
energy relaxation time (3/2 kT): 0.155 ps
same with 2D energy kT: 0.103 ps
v/vsat at Ec: 0.618
velocity at Ec: 6.18e+06 cm/s
electron temperature at Ec: 485 K
velocity at 5 kV/cm: 1.93e+06 cm/s
velocity at 50 kV/cm: 7.81e+06 cm/s
velocity at 100 kV/cm: 8.83e+06 cm/s
high-field exponent for p = 1/2: 0.333
90 % field, energy balance: 118 kV/cm
90 % field, Caughey-Thomas b=1: 225 kV/cm
90 % field, Caughey-Thomas b=2: 51.6 kV/cm
two-piece saturation field: 50 kV/cm
channel length: 100 nm
oxide thickness: 3 nm
gate overdrive: 1 V
drain bias Ec*L: 0.25 V
field at source end: 19 kV/cm
field at drain end: 37.3 kV/cm
rough breakdown field: 300 kV/cm
drain-end field / breakdown field: 0.124
energy from bias / gap: 0.223
silicon gap used: 1.12 eV
Ec, mu=500 and vsat=0.8e7: 16 kV/cm
Ec, mu=300 and vsat=1.1e7: 36.7 kV/cm
Ec, rough bulk mu=1400: 7.14 kV/cm
temperature of use: 398 K
mobility at 398 K (T^-1.5): 262 cm2/Vs
vsat at 398 K (T^-0.4): 8.93e+06 cm/s
Ec at 398 K: 34.1 kV/cm
longitudinal mass: 0.92 m_e
transverse mass: 0.19 m_e
six-valley conductivity mass: 0.258 m_e
Ec if only lowest ladder filled: 18.4 kV/cm
momentum relaxation time: 0.0587 ps
peak velocity / steady velocity: 1.28
transit time with transient: 1.6 ps
transit time at steady velocity: 1.62 ps
length v*tau_e at Ec: 9.59 nm
sheet density at source: 7.18e+12 cm^-2
mean normal field, inversion charge: 0.556 MV/cm
Fermi level above subband / kT: 1.56
mean electron energy / kT: 1.52
```
